# The g Shifts of Tetragonal d9 Ions from Spin-Orbit Coupling

## Definitions and conventions

Hartree atomic units are used, so the Bohr magneton is $\mu_B=1/2$. Angular momenta are dimensionless. The free-electron factor is $g_e\approx 2.0023$, and the Zeeman operator is

$$H_Z=\mu_B\mathbf B\cdot(\mathbf L+g_e\mathbf S),$$

where $\mathbf L$ and $\mathbf S$ are the total orbital and spin angular momenta of the ion. The positive sign reflects the negative charge of the electron: its magnetic moment is opposite to its angular momentum.

The ion has nine electrons in a d shell. The tetragonal axis is $z$, and $x$ and $y$ are the in-plane axes for which the crystal field is diagonal in the real orbitals $x^2-y^2$, $xy$, $xz$, $yz$ and $z^2$. Their one-electron energies are $\varepsilon_n$, with $\varepsilon_{xz}=\varepsilon_{yz}$. Spin-orbit coupling is $\zeta\sum_k\mathbf l_k\cdot\mathbf s_k$, with $\zeta>0$ and the sum running over the electrons.

The d9 configuration has one empty spin-orbital, called the hole. The state with the hole in orbital $n$ and the spin left unspecified is written $|n\rangle$, and $|0\rangle$ denotes the hole in $x^2-y^2$. The excitation energies of the hole are

$$\Delta_\parallel=E_{xy}-E_0,\qquad \Delta_\perp=E_{xz}-E_0=E_{yz}-E_0 .$$

The labels refer to the component of $g$ that each gap controls to first order in the spin-orbit coupling.

The $g$ values of a doublet are defined by the part of its splitting that is linear in the field. They are collected in the spin Hamiltonian $\mu_B\mathbf B\cdot\mathbf g\cdot\mathbf S$. For a field along a principal axis, $S$ has the eigenvalues $\pm1/2$ and the splitting is $g\mu_BB$.

## Theorem

Assume that

1. the nine electrons occupy pure d orbitals on a rigid ion;
2. the hole has its lowest energy in $x^2-y^2$, with no other orbital degenerate with it;
3. $\zeta$ is small compared with every excitation energy of the hole, including that of $z^2$, and the field is weak.

Then spin-orbit coupling acts within the d9 states as $\lambda\mathbf L\cdot\mathbf S$ with $\lambda=-\zeta$, and to first order in $\lambda$

$$g_\parallel=g_e-\frac{8\lambda}{\Delta_\parallel},\qquad g_\perp=g_e-\frac{2\lambda}{\Delta_\perp}.$$

With $g_e$ rounded to 2 and a common gap $\Delta$, these become $2-8\lambda/\Delta$ and $2-2\lambda/\Delta$. A common gap is an extra assumption, since tetragonal symmetry allows the two gaps to differ. Because $\lambda$ is negative, both first-order $g$ values lie above $g_e$. The full values need not do so when the gaps are very unequal, since second-order terms set by the smaller gap can outweigh the first-order shift set by the larger one: for $\zeta=0.003$, $\Delta_\parallel=0.03$ and $\Delta_\perp=0.3$ hartree, diagonalization gives $g_\perp-g_e=-0.019$, against $+0.020$ at first order.

The proof needs three lemmas: one replaces nine electrons by one hole, one gives the effective operator for the spin, and one supplies the matrix elements.

## Lemma 1: one hole in place of nine electrons

*Within the ten d9 states, the energy of a hole in orbital $n$ is a constant minus $\varepsilon_n$. In the real orbitals $\mathbf L$ has the same matrix for the hole as for one electron, $\mathbf S$ is a spin 1/2, and $\zeta\sum_k\mathbf l_k\cdot\mathbf s_k=-\zeta\,\mathbf L\cdot\mathbf S$.*

**Proof.** Let $a_p^\dagger$ create an electron in spin-orbital $p$. A one-electron operator with matrix $o_{pq}$ becomes $O=\sum_{pq}o_{pq}a_p^\dagger a_q$. Removing an electron creates a hole, so define $b_p^\dagger=a_p$ and $b_p=a_p^\dagger$. The anticommutation rule gives

$$a_p^\dagger a_q=\delta_{pq}-a_qa_p^\dagger=\delta_{pq}-b_q^\dagger b_p,
\qquad O=\operatorname{tr}o-\sum_{pq}o_{pq}\,b_q^\dagger b_p .$$

The matrix of $O$ between one-hole states is therefore $\operatorname{tr}o-o^T$, where $T$ denotes the transpose.

For the crystal field this is a constant minus $\varepsilon_n$. The hole is lowest in the orbital of highest electron energy, and $E_n-E_0=\varepsilon_{x^2-y^2}-\varepsilon_n$.

The matrices of $l_i$ and $s_i$ are traceless, so

$$L_i\to-l_i^T,\qquad S_i\to-s_i^T .$$

In real orbitals $l_i$ is Hermitian and purely imaginary, hence antisymmetric, and $-l_i^T=l_i$. For the spin, the Pauli matrices satisfy $\sigma_y\sigma_i\sigma_y=-\sigma_i^T$. The matrices $-s_i^T$ are thus the usual spin-1/2 matrices in another basis.

The spin-orbit operator has the one-electron matrix $\zeta\sum_i l_is_i$, also traceless. Its hole matrix is

$$-\zeta\sum_i l_i^Ts_i^T=-\zeta\sum_i(-l_i^T)(-s_i^T)=-\zeta\,\mathbf L\cdot\mathbf S .$$

There is one minus sign on the left, while the product $\mathbf L\cdot\mathbf S$ contains two, which cancel. This is the origin of $\lambda=-\zeta$.

Electron repulsion does not alter the gaps. The ten states form a single term $^2D$, with five orbital and two spin components. A repulsion that is invariant under rotations has one value throughout a term. $\square$

## Lemma 2: the effective operator for the spin

*Let $|0\rangle$ be a real, nondegenerate orbital state, and define*

$$\Lambda_{ij}=\sum_{n\ne0}\frac{\langle0|L_i|n\rangle\langle n|L_j|0\rangle}{E_n-E_0}.$$

*Then, to first order in $\lambda$, the $g$ tensor of its spin doublet is $g_{ij}=g_e\delta_{ij}-2\lambda\Lambda_{ij}$.*

**Proof.** The unperturbed Hamiltonian contains the hole energies $E_n$. The perturbation is

$$V=(\mu_B\mathbf B+\lambda\mathbf S)\cdot\mathbf L+g_e\mu_B\mathbf B\cdot\mathbf S .$$

The orbital Zeeman and spin-orbit operators both contain $\mathbf L$, which is why they can be grouped.

*First order.* The operator $\mathbf L=-i\,\mathbf r\times\nabla$ is imaginary, so $\langle0|L_i|0\rangle$ is imaginary for a real orbital. It is also real, because $L_i$ is Hermitian. It therefore vanishes: the orbital moment is quenched. What remains is $H_1=g_e\mu_B\mathbf B\cdot\mathbf S$.

*Second order.* The spin Zeeman operator does not change the orbital, so only the part of $V$ containing $\mathbf L$ reaches the excited states. Second-order perturbation theory for the degenerate spin doublet gives an operator on the spin:

$$H_2=-\sum_{ij}\Lambda_{ij}(\mu_BB_i+\lambda S_i)(\mu_BB_j+\lambda S_j).$$

For real orbitals $\langle n|L_j|0\rangle=ic_{nj}$ with real $c_{nj}$, and $\langle0|L_i|n\rangle=-ic_{ni}$. Each numerator in $\Lambda_{ij}$ is then $c_{ni}c_{nj}$, so $\Lambda$ is real and symmetric. Multiplying out the brackets gives three kinds of term.

The term quadratic in the field is $-\mu_B^2\,\mathbf B\cdot\Lambda\cdot\mathbf B$. It contains no spin and moves both levels equally.

The term quadratic in $\lambda$ is simplified by the symmetry of $\Lambda$ and the spin-1/2 identity $S_iS_j+S_jS_i=\delta_{ij}/2$:

$$-\lambda^2\sum_{ij}\Lambda_{ij}S_iS_j
=-\frac{\lambda^2}{2}\sum_{ij}\Lambda_{ij}(S_iS_j+S_jS_i)
=-\frac{\lambda^2}{4}\operatorname{tr}\Lambda .$$

This too is a common shift. A spin 1/2 has no zero-field splitting.

The cross term contains one factor from each operator, in either order:

$$-\lambda\mu_B\sum_{ij}\Lambda_{ij}(B_iS_j+S_iB_j)
=-2\lambda\mu_B\,\mathbf B\cdot\Lambda\cdot\mathbf S .$$

The factor 2 arises because the two orders are equal for symmetric $\Lambda$. Adding $H_1$ gives $\mu_B\mathbf B\cdot(g_e\mathbf 1-2\lambda\Lambda)\cdot\mathbf S$.

*Neglected terms.* Third-order terms contain three factors of $V$ and two energy denominators. Those linear in the field contain $\lambda^2$, so they change $g$ by amounts of order $(\lambda/\Delta)^2$, where $\Delta$ stands for the size of the excitation energies $E_n-E_0$. They do not affect the first-order result. $\square$

**Remark (physical meaning).** Spin-orbit coupling changes a doublet state $|0\rangle|\chi\rangle$, where $\chi$ is the spin state, into

$$|0\rangle|\chi\rangle-\lambda\sum_{n\ne0}\sum_j|n\rangle\frac{\langle n|L_j|0\rangle}{E_n-E_0}S_j|\chi\rangle$$

to first order. The expectation value of $L_i$ has two equal contributions, one from the correction to the ket and one from the correction to the bra. Hence $\langle L_i\rangle=-2\lambda\sum_j\Lambda_{ij}\langle S_j\rangle$. The spin has restored a small part of the quenched orbital moment, and the field acts on it. For $\lambda<0$ this orbital part is parallel to the spin along each principal axis with nonzero $\Lambda$, so it enlarges the magnetic moment and raises $g$.

## Lemma 3: the orbital matrix elements

*With the phases of the orbitals chosen below,*

$$L_z|0\rangle=2i|xy\rangle,\qquad L_x|0\rangle=-i|yz\rangle,\qquad L_y|0\rangle=-i|xz\rangle .$$

**Proof.** By Lemma 1 the one-electron orbitals may be used. Write

$$d_{x^2-y^2}=F(r)(x^2-y^2),\quad d_{xy}=2F(r)xy,\quad d_{xz}=2F(r)xz,\quad d_{yz}=2F(r)yz .$$

These have equal norms. A rotation by $45^\circ$ about $z$ turns $2xy$ into $x^2-y^2$ up to a sign, and exchanging axes turns $xy$ into $xz$ or $yz$. Angular momentum operators give zero on $F(r)$, so only the polynomials need to be differentiated:

$$\begin{aligned}
L_z(x^2-y^2)&=-i(x\partial_y-y\partial_x)(x^2-y^2)=-i(-2xy-2xy)=2i(2xy),\\
L_x(x^2-y^2)&=-i(y\partial_z-z\partial_y)(x^2-y^2)=-i(2yz),\\
L_y(x^2-y^2)&=-i(z\partial_x-x\partial_z)(x^2-y^2)=-i(2xz).
\end{aligned}$$

Multiplication by $F(r)$ gives the three statements. $\square$

## Proof of the theorem

Lemma 1 gives $\lambda=-\zeta$ and reduces the problem to one hole. The hole in $x^2-y^2$ is real and nondegenerate, so Lemma 2 applies. By Lemma 3 each component of $\mathbf L$ leads from $|0\rangle$ to a different orbital. A product with $i\ne j$ would need the same intermediate orbital for both factors, so the off-diagonal elements of $\Lambda$ vanish. The diagonal elements are

$$\Lambda_{zz}=\frac{|2i|^2}{\Delta_\parallel}=\frac4{\Delta_\parallel},\qquad
\Lambda_{xx}=\frac{|-i|^2}{\Delta_\perp}=\frac1{\Delta_\perp},\qquad
\Lambda_{yy}=\frac{|-i|^2}{\Delta_\perp}=\frac1{\Delta_\perp}.$$

Inserting them into $g_{ij}=g_e\delta_{ij}-2\lambda\Lambda_{ij}$ gives

$$g_\parallel=g_e-2\lambda\frac4{\Delta_\parallel}=g_e-\frac{8\lambda}{\Delta_\parallel},\qquad
g_\perp=g_e-2\lambda\frac1{\Delta_\perp}=g_e-\frac{2\lambda}{\Delta_\perp}.\qquad\square$$

The factor 8 is thus the 2 of the cross term times the squared matrix element 4. That element is large because $x^2-y^2$ and $xy$ are the two real combinations of $m=2$ and $m=-2$, where $m$ is the eigenvalue of $L_z$.

## Remarks on limits and validity

**Equal gaps.** If $\Delta_\parallel=\Delta_\perp$, the first-order shifts $g_\parallel-g_e$ and $g_\perp-g_e$ are in the ratio 4. In general their ratio is $4\Delta_\perp/\Delta_\parallel$, so a measured ratio other than 4 does not by itself contradict the model.

**Both operators are needed.** If $\zeta=0$, the doublet has $g=g_e$. If the orbital Zeeman operator is removed, the cross term disappears and with it the linear shift. The numerical check confirms both statements by diagonalizing the full d9 problem.

**The $z^2$ level.** None of the three functions in Lemma 3 contains $z^2$, so its energy does not enter the first-order shifts. In this model it does not enter the $g$ values of the $x^2-y^2$ doublet at higher order in $\lambda$ either. The tetragonal field and $\mathbf L\cdot\mathbf S$ conserve the projection $m_J$ of $\mathbf L+\mathbf S$ on $z$ modulo 4; the $x^2-y^2$ doublet has $m_J\equiv\pm3/2$ and the $z^2$ doublet $m_J=\pm1/2$, so the two do not mix at zero field. Assumption 3 is therefore stronger than needed for $z^2$. The level still matters for the assumptions: the $x^2-y^2$ doublet must remain lowest, and the Zeeman energy must be small compared with the separation of the two doublets. In the octahedral limit $x^2-y^2$ and $z^2$ become degenerate, the ground state is no longer an orbital singlet, and the theorem does not apply.

**A hole in $z^2$.** If the field places the hole in $z^2$, the formulas change. The normalized orbital is $d_{z^2}=F(r)(2z^2-x^2-y^2)/\sqrt3$. To verify the factor, write $u=z^2-x^2$ and $v=z^2-y^2$. The functions $u$, $v$ and $v-u=x^2-y^2$ have the same squared norm $N$, so $N=2N-2\langle u|v\rangle$ and $\langle u|v\rangle=N/2$. The squared norm of $u+v=2z^2-x^2-y^2$ is then $2N+N=3N$. Differentiation gives

$$\begin{aligned}
L_x(2z^2-x^2-y^2)&=-i(4yz+2yz)=-3i(2yz),\\
L_y(2z^2-x^2-y^2)&=-i(-2xz-4xz)=3i(2xz),
\end{aligned}$$

while $L_z$ gives zero by axial symmetry. After division by $\sqrt3$ the matrix elements have magnitude $\sqrt3$, so $\Lambda_{xx}=\Lambda_{yy}=3/\Delta$ and $\Lambda_{zz}=0$. Here $\Delta$ is the gap from the $z^2$ hole to the $xz$ and $yz$ holes. To first order

$$g_\parallel=g_e,\qquad g_\perp=g_e-\frac{6\lambda}{\Delta}.$$

To first order, then, $g_\parallel$ is shifted for a hole in $x^2-y^2$ and unshifted for a hole in $z^2$. If $\Delta_\parallel$ is much larger than $\Delta_\perp$, the shift for $x^2-y^2$ is also small, and the neglected higher-order terms can hide the difference.

**Real ions.** The theorem concerns pure d orbitals. Mixing with ligand orbitals and coupling to vibrations lie outside it, so gaps and $\zeta$ inferred from measured $g$ values through these formulas are effective parameters.

## Worked example

Take the round model parameters $\zeta=0.003$, $\Delta_\parallel=0.06$ and $\Delta_\perp=0.07$ hartree. Then $\lambda=-0.003$ hartree, and

$$\frac{\lambda}{\Delta_\parallel}=-0.05000,\qquad \frac{\lambda}{\Delta_\perp}=-0.04286 .$$

The first-order values are

$$\begin{aligned}
g_\parallel&=2.0023-8(-0.05000)=2.0023+0.4000=2.4023,\\
g_\perp&=2.0023-2(-0.04286)=2.0023+0.0857=2.0880 .
\end{aligned}$$

With the $z^2$ hole placed 0.05 hartree above the $x^2-y^2$ hole (a choice that does not affect the $g$ values), diagonalizing the crystal field, spin-orbit coupling and Zeeman energy in all ten nine-electron determinants gives $g_\parallel=2.3862$ and $g_\perp=2.0779$. This calculation uses the same model but does not expand in $\lambda$. The first-order formula is too high by 0.0161 for $g_\parallel$ and by 0.0101 for $g_\perp$. Relative to the first-order shifts, these errors are 4% and 12%. The smaller shift has the larger relative error, so a gap inferred from $g_\perp$ alone would be the less reliable one here.

With $\zeta$ halved to 0.0015 hartree, the errors fall to 0.0038 and 0.0025, about a quarter of their former size. At still smaller $\zeta$, halving it divides the errors by 4.03 and 4.00. This agrees with neglected terms of order $(\lambda/\Delta)^2$. The coefficients of $\zeta/\Delta_\parallel$ and $\zeta/\Delta_\perp$ obtained from the diagonalized levels near $\zeta=0$ are 8.000 and 2.000.

In a resonance experiment the photon energy equals the splitting $g\mu_BB$. For a photon energy of $1.50\times10^{-6}$ hartree and $\mu_B=1/2$, the first-order $g$ values give

$$\begin{aligned}
B_\parallel&=\frac{1.50\times10^{-6}}{0.5\times2.4023}=1.249\times10^{-6}\ \text{a.u.}=0.294\ \text{T},\\
B_\perp&=\frac{1.50\times10^{-6}}{0.5\times2.0880}=1.437\times10^{-6}\ \text{a.u.}=0.338\ \text{T}.
\end{aligned}$$

The conversion uses the atomic unit of magnetic field from the program's table of constants, about $2.35\times10^{5}$ T. These fields inherit the errors of the first-order $g$ values, about 0.7% and 0.5% of $g$. The diagonalized values 2.3862 and 2.0779 give $1.257\times10^{-6}$ and $1.444\times10^{-6}$ a.u., or 0.296 T and 0.339 T, so the first-order fields are reliable only to about two figures. The resonance lies at the lower field when the field is along the tetragonal axis, because the restored orbital moment is larger in that direction.

## Calculated quantities

```
free-electron g_e = 2.002319
zeta = 0.0030 hartree, lambda = -0.0030 hartree
lambda/zeta from nine-electron matrices = -1.000000
gap_par (xy) = 0.060 hartree
gap_perp (xz,yz) = 0.070 hartree
gap to z2 hole = 0.050 hartree
lambda/gap_par = -0.05000, lambda/gap_perp = -0.04286
Lambda_zz = 66.6667 1/hartree
Lambda_xx = 14.2857 1/hartree
coefficient of zeta/gap_par in g_par, diagonalized = 8.00000
coefficient of zeta/gap_perp in g_perp, diagonalized = 2.00000
dg_par/dzeta without orbital Zeeman = 8.5e-06 1/hartree
dg_perp/dzeta without orbital Zeeman = 1.7e-05 1/hartree
z2 hole: coefficients par = 0.00000, perp = 6.00000
first-order shifts: par = 0.40000, perp = 0.08571
first-order g_par = 2.40232, g_perp = 2.08803
diagonalized g_par = 2.38623, g_perp = 2.07793
diagonalized minus first order: par = -0.01609, perp = -0.01010
zeta/2 = 0.0015 hartree
zeta/2: first-order g_par = 2.20232, g_perp = 2.04518
zeta/2: diagonalized minus first order: par = -0.00379, perp = -0.00252
error ratio on halving a small zeta: par = 4.031, perp = 4.004
photon energy = 1.50e-06 hartree
resonance field par, first-order g = 1.2488e-06 a.u. = 0.2935 T
resonance field perp, first-order g = 1.4368e-06 a.u. = 0.3377 T
```
